# At what volume do strained domes become favourable over pyramids?

**Question**

I am working on an exercise about strained islands on a lattice-mismatched substrate. The energy of an island of volume $V$, measured from the same material spread out in the flat strained film, is given as

$$E_P(V)=a_PV^{2/3}-b_PV,\qquad E_D(V)=a_DV^{2/3}-b_DV$$

for a pyramid (P) and a steeper dome (D), with all four coefficients positive. I am asked for the crossover volume and for the condition that domes win at larger sizes.

I am stuck on three points. For some choices of coefficients, equating the energies gives me a negative volume. If I equate the derivatives $dE/dV$ instead, I get a different volume, and I don't know which one is the crossover. Finally, I don't see why a dome should have a different $b$ at all, since the misfit is the same. My trial numbers are $a_P=1.0$ and $a_D=2.5$ eV/nm², $b_P=0.20$ and $b_D=0.35$ eV/nm³.

**Answer**

The negative volume is telling you something: different coefficients do not guarantee a crossover. The signs of two differences decide the matter, and it helps to know first what the coefficients stand for.

**Where the two terms come from**

Let each shape keep its proportions as it grows, so that every length in it scales as $L\propto V^{1/3}$. Making the island creates facets and covers some film surface. Both areas scale as $L^2$, so the net surface cost is $aV^{2/3}$.

The second term is the elastic energy released because the island can relax sideways. Linear elasticity contains no length of its own. If island and substrate have the same elastic constants and the substrate is deep, enlarging the island by a factor enlarges all displacements by the same factor. The strain at corresponding points is unchanged, and so is the energy density. The released energy therefore scales as $L^3$, which gives $-bV$.

The coefficient $b$ depends on shape because the shape determines how much of the misfit energy can be released. Consider a shallow island of height profile $h$, typical slope $s$ and base width $L$, in a film under in-plane stress $\sigma$:

- The island carries an in-plane force per unit length $\sigma h$. Its variation loads the substrate with a force per unit area of size $f\sim\sigma|\nabla h|\sim\sigma s$.
- With an elastic modulus $M$, the strain $u/L$ is of order $f/M$, so the displacement is $u\sim\sigma sL/M$.
- The released energy is of order $fuL^2\sim\sigma^2s^2L^3/M$.
- The volume is of order $sL^3$, so the released energy per volume is $b\sim\sigma^2s/M$.

Within one family of shapes, $b$ is thus proportional to the slope, to leading order in small $s$. Evaluating this small-slope model numerically for square pyramids reproduces the scaling built into it: doubling the slope at fixed volume multiplies the relaxation per volume by 2.00, and an eightfold volume at fixed slope leaves it unchanged up to a grid and box error of a few tenths of a percent. This does not test the small-slope approximation itself. In full elasticity $b$ cannot exceed the misfit energy density of the flat film, so it grows more slowly than $s$: for a cone, doubling the slope from 0.1 to 0.2 multiplies $b$ by about 1.9, and from 0.2 to 0.4 by about 1.8. This makes $b_D>b_P$ plausible for a steeper dome. It is not a proof, because a dome is a different shape and need not be shallow.

**The crossover volume**

Compare the two shapes at the same volume, since the question is which shape a given amount of material prefers. Define

$$\Delta a=a_D-a_P,\qquad \Delta b=b_D-b_P .$$

Subtracting the energies and taking out the common factor $V^{2/3}$ gives

$$E_D-E_P=\Delta a\,V^{2/3}-\Delta b\,V=V^{2/3}\left(\Delta a-\Delta b\,V^{1/3}\right).$$

For $V>0$ the prefactor is positive, so the bracket alone decides the sign. It is a straight line in the variable $V^{1/3}$ and, unless both differences vanish, has at most one zero. For $\Delta b\neq0$ that zero lies at $V^{1/3}=\Delta a/\Delta b$. This is a positive length only if $\Delta a$ and $\Delta b$ are nonzero and have the same sign. Then

$$\boxed{V_c=\left(\frac{a_D-a_P}{b_D-b_P}\right)^3}$$

Your negative volumes came from differences of opposite sign. In that case the curves do not cross at any physical size.

**The condition for domes to win**

At small $V$ the bracket tends to $\Delta a$, so surface cost decides. At large $V$ the term $-\Delta b\,V^{1/3}$ dominates, so relaxation decides. The cases are:

- $\Delta a>0$, $\Delta b>0$: the bracket falls from positive to negative. Pyramids win below $V_c$ and domes above it.
- $\Delta a\le0$, $\Delta b>0$: the bracket is negative for all $V>0$. Domes win at every size.
- $\Delta a<0$, $\Delta b<0$: there is a crossover, but domes win below it and pyramids above it.
- $\Delta a\ge0$, $\Delta b<0$: pyramids win at every size.
- $\Delta b=0$: the shape with the smaller $a$ wins at every size.

For domes to *take over* from pyramids as islands grow, you therefore need both

$$a_D>a_P\quad\text{and}\quad b_D>b_P .$$

The dome must cost more surface energy and relax more strain energy per volume. For domes merely to be lower at large sizes, $b_D>b_P$ is enough.

Two limits show how the conditions work. If $\Delta b\to0^+$ at fixed $\Delta a>0$, the dome gains almost nothing from its shape and $V_c\to\infty$. If $\Delta a\to0^+$ at fixed $\Delta b>0$, the dome costs almost nothing extra and $V_c\to0$.

**Does the pyramid ever beat the flat film?**

A crossover between two islands is of little interest if the flat film is lower than both. Shape $i$ has negative energy when $a_iV^{2/3}<b_iV$, that is, for $V>V_{0i}=(a_i/b_i)^3$. Take $\Delta a,\Delta b>0$ and insert $V_c^{1/3}=\Delta a/\Delta b$ into $E_P$:

$$E_P(V_c)=V_c^{2/3}\left(a_P-b_P\frac{\Delta a}{\Delta b}\right)=V_c^{2/3}\,\frac{a_P\Delta b-b_P\Delta a}{\Delta b}.$$

In the numerator the products $a_Pb_P$ cancel:

$$a_P(b_D-b_P)-b_P(a_D-a_P)=a_Pb_D-a_Db_P .$$

Since $\Delta b>0$, the common energy at the crossover is negative exactly when

$$\frac{a_D}{b_D}>\frac{a_P}{b_P}.$$

Then $V_{0P}<V_{0D}<V_c$, and the lowest state changes from film to pyramid to dome as $V$ increases. If the inequality is reversed, the curves cross at positive energy. The pyramid is then above the film for all $V\le V_c$ and above the dome for all $V>V_c$, so it is never the lowest state.

**Why equating derivatives gives another volume**

The derivative is the chemical potential per unit volume,

$$\mu_i=\frac{dE_i}{dV}=\frac{2a_i}{3}V^{-1/3}-b_i .$$

It is the energy cost of adding material to an island that keeps its shape. It does not tell you which shape has the lower total energy. The difference is

$$\mu_D-\mu_P=\frac{2\Delta a}{3}V^{-1/3}-\Delta b ,$$

which vanishes at $V^{1/3}=2\Delta a/(3\Delta b)$, or $V=\tfrac{8}{27}V_c$. For $\Delta a,\Delta b>0$ this is where $E_D-E_P$ reaches its maximum, because its derivative changes there from positive to negative. Your second volume is thus the size at which the dome is at its greatest energy *disadvantage*.

At the true crossover, $V_c^{-1/3}=\Delta b/\Delta a$, and so

$$\mu_D-\mu_P=\frac{2}{3}\Delta b-\Delta b=-\frac{\Delta b}{3}.$$

The energies agree at $V_c$, but the chemical potential drops when a pyramid turns into a dome. If a pyramid and a dome both have volume $V_c$, moving a little material from the pyramid to the dome lowers the total energy. The new dome can therefore grow at the expense of pyramids of its own size.

**Your numbers**

The differences are $\Delta a=2.5-1.0=1.5$ eV/nm² and $\Delta b=0.35-0.20=0.15$ eV/nm³. Both are positive, so domes take over at

$$V_c=\left(\frac{1.5}{0.15}\ \text{nm}\right)^3=(10\ \text{nm})^3=1000\ \text{nm}^3,$$

or $6.75\times10^6$ bohr³. A root search on the two energies gives the same volume. The common energy there is

$$E_P(V_c)=1.0\times100-0.20\times1000=-100\ \text{eV},$$

$$E_D(V_c)=2.5\times100-0.35\times1000=-100\ \text{eV},$$

which is $-3.67$ hartree. On either side of the crossover:

- At 500 nm³, $E_P=-37.0$ eV and $E_D=-17.5$ eV, so the pyramid is lower.
- At 2000 nm³, $E_P=-241.26$ eV and $E_D=-303.15$ eV, so the dome is lower.

The ratios $a_P/b_P=5.0$ nm and $a_D/b_D=7.14$ nm satisfy the condition for a pyramid stage. The pyramid beats the film above 125 nm³, and the dome does so above 364 nm³. Between 125 and 1000 nm³ the pyramid is the lowest of the three.

At $V_c$ the chemical potentials are $\mu_P=-0.133$ and $\mu_D=-0.183$ eV/nm³. Their difference, $-0.050$ eV/nm³, equals $-\Delta b/3$. Moving 1 nm³ from pyramid to dome accordingly releases about 0.05 eV. Equating the derivatives would have given 296 nm³, where the pyramid is still the better shape.

The crossover is sensitive to the coefficients, because it is the cube of a ratio of differences. For small changes,

$$\frac{\delta V_c}{V_c}\approx3\left(\frac{\delta\Delta a}{\Delta a}-\frac{\delta\Delta b}{\Delta b}\right).$$

Raising $b_D$ from 0.35 to 0.36 eV/nm³ changes $b_D$ by only 3 percent but $\Delta b$ by 7 percent. The crossover falls to $(1.5/0.16)^3\approx824$ nm³, a drop of 17.6 percent. The linear estimate gives 20 percent, so the change is already large enough for higher orders to show.

**What the result does not cover**

The volume $V_c$ compares energies at a given size. It is not a size at which islands stop growing. In this model $E_i/V=a_iV^{-1/3}-b_i$ falls steadily with $V$, so gathering material into fewer, larger islands of the same shape always lowers the energy. Nor does $V_c$ say when a real pyramid will transform. If the path between the shapes has an energy barrier, the pyramid can survive beyond $V_c$.

The formula also assumes constant $a_i$ and $b_i$. Intermixing with the substrate changes the misfit and hence $b_i$. Dislocations relieve strain by another route, and neighbouring islands interact through the substrate. Any of these can move the crossover. If intermixing lowers $b_D$ below $b_P$ while $a_D>a_P$, there is no crossover at all.

Edge energies are easier to include if they are proportional to edge length. They add $c_iV^{1/3}$ to each energy, and with $x=V^{1/3}$ and $\Delta c=c_D-c_P$ the crossover condition becomes

$$\Delta c+\Delta a\,x-\Delta b\,x^2=0 .$$

The boxed formula then no longer holds, and there may be two crossovers. At large $x$ the last term still dominates, so $b_D>b_P$ remains sufficient for domes to win at large enough sizes. The numerical output below lists the main computed values, together with a scan of 760 random coefficient pairs that tests the sign conditions for $\Delta b\neq0$.

## Numbers as computed

```
a_P = 1.00 eV/nm^2, b_P = 0.20 eV/nm^3
a_D = 2.50 eV/nm^2, b_D = 0.35 eV/nm^3
da = 1.50 eV/nm^2, db = 0.15 eV/nm^3
da/db = 10.000 nm
crossover volume V_c (root search) = 1000.00 nm^3
V_c = 6.7483e+06 bohr^3
common energy at V_c = -100.000 eV
common energy at V_c = -3.6749 hartree
V = 500 nm^3: E_P = -37.00 eV, E_D = -17.51 eV
V = 2000 nm^3: E_P = -241.26 eV, E_D = -303.15 eV
a_P/b_P = 5.000 nm, E_P = 0 at V = 125.0 nm^3
a_D/b_D = 7.143 nm, E_D = 0 at V = 364.4 nm^3
mu_P at V_c = -0.1333 eV/nm^3
mu_D at V_c = -0.1833 eV/nm^3
mu_D - mu_P at V_c = -0.0500 eV/nm^3
equal chemical potentials at V = 296.3 nm^3
ratio of that volume to V_c = 0.2963
energy change, 1 nm^3 moved P to D = -0.0500 eV
V_c with b_D = 0.36 eV/nm^3: 824.0 nm^3
relative change of V_c = -17.6 percent
Elastic relaxation per volume, shallow pyramids (ratios):
  volume x 8.00, same slope: 0.9979
  slope x 2, same volume: 1.9999
random pairs scanned = 760
crossings below / above film energy = 83 / 98
```
